# Enthalpy Simulation of Nanosecond Laser Melting, Checked Against a Stefan Solution

## The decision

A laser pulse that is to repair an implanted layer by melting must melt deeper than the damage, so that the liquid can refreeze on undamaged crystal. The pulse energy is chosen from a computed melt depth. If the calculation loses latent heat, it predicts too deep a melt, and the chosen energy will be too small. In a case treated below, two schemes use the same cells and time step. The analytical depth is 866.22 nm; one scheme comes within 2 nm of it, the other gives 1200 nm. The first advances enthalpy. The second advances temperature and, with a very narrow melting interval, steps over the latent heat.

## Three cells by hand

Take a solid bar divided into three cells. Choose units in which the cell width, the conductivity, the heat capacity per volume and the latent heat per volume all equal 1. Measure temperature from the melting point. The bar starts at $-1$, its left surface is held at $+2$, and its right end is insulated.

Store in each cell the enthalpy $H$, with $H=0$ for solid at the melting point. The temperature follows from $H$:

- if $H<0$, the cell is solid and $T=H$;
- if $0\le H\le1$, it is partly melted and $T=0$;
- if $H>1$, it is liquid and $T=H-1$.

The heat flux between neighbouring cells is the left temperature minus the right one. The wall is only half a cell from the first cell centre, so the flux entering there is $2(2-T_0)$. Let the time step be $1/4$.

**Step 1.** The temperatures are $(-1,-1,-1)$. The wall flux is $2(2+1)=6$ and the other fluxes vanish. The first cell gains $6/4=1.5$, so

$$H=(0.5,\,-1,\,-1).$$

The first cell is half melted and its temperature is 0.

**Step 2.** The temperatures are $(0,-1,-1)$. The fluxes are 4 at the wall, 1 at the next face and 0 at the last interior face. The first cell gains $(4-1)/4=0.75$ and the second gains $1/4$:

$$H=(1.25,\,-0.75,\,-1).$$

**Step 3.** The temperatures are $(0.25,-0.75,-1)$ and the fluxes are 3.5, 1 and 0.25. The gains are $0.625$, $0.1875$ and $0.0625$:

$$H=(1.875,\,-0.5625,\,-0.9375).$$

The heat supplied is $(6+4+3.5)/4=3.375$. The sum of $H$ has risen from $-3$ to $0.375$, which is the same amount. It consists of latent heat 1, liquid superheat $0.875$, and heating up to the melting point $1+0.4375+0.0625=1.5$.

Two things can be read from this. First, after step 2 the melt depth is one cell, and it is still one cell after step 3: the front waits at a cell edge until the next cell has warmed to the melting point. This will matter when a pulse result is read.

Second, suppose that temperature had been advanced instead, with the latent heat represented by a large heat capacity in a narrow interval around $T=0$. In step 1 the first cell starts at $-1$, outside the interval, so its capacity is 1 and its temperature becomes $-1+1.5=+0.5$. It has crossed the interval in one step and is liquid without having paid its latent heat.

## The general equation

Let $x$ be the depth below the surface. Assume one-dimensional conduction, a sharp melting temperature $T_m$, equal densities of solid and liquid, and constant properties within each phase. Subscripts $s$ and $l$ mean solid and liquid, $k$ is conductivity, $c$ heat capacity per volume, $\alpha=k/c$ diffusivity, and $L$ latent heat per volume. Then

$$H=\begin{cases}c_s(T-T_m),&T<T_m\\ \text{from }0\text{ to }L,&T=T_m\\ L+c_l(T-T_m),&T>T_m.\end{cases}$$

Energy conservation reads $\partial_tH=\partial_x(k\,\partial_xT)$. Define the conductivity integral $\Phi=\int_{T_m}^{T}k\,dT'$. Since $\partial_x\Phi=k\,\partial_xT$,

$$\frac{\partial H}{\partial t}=\frac{\partial^2\Phi}{\partial x^2}.$$

In the solid $\Phi=k_s(T-T_m)=k_sH/c_s=\alpha_sH$. In the liquid $\Phi=k_l(T-T_m)=\alpha_l(H-L)$. At the melting point $\Phi=0$. One formula covers all three:

$$\Phi(H)=\alpha_s\min(H,0)+\alpha_l\max(H-L,0).$$

The equation also contains the law of the front. Let the front be at $x=s(t)$, with liquid on its left. Integrate over a thin fixed layer containing it. As the front advances by $ds$, material with $H=0$ becomes material with $H=L$, so the content grows by $L\,ds$. The heat flux is $-k\,\partial_xT$, and inflow minus outflow gives

$$L\frac{ds}{dt}=k_s\frac{\partial T_s}{\partial x}-k_l\frac{\partial T_l}{\partial x}.$$

During melting both gradients are negative: the second term brings heat from the liquid, the first carries heat into the solid.

## The algorithm

Use cells $i=0,\dots,N-1$ of width $\Delta x$. In each time step:

1. Compute $\Phi_i=\Phi(H_i)$.
2. Compute the interior fluxes $F_{i+1/2}=(\Phi_i-\Phi_{i+1})/\Delta x$.
3. Set the surface flux. For a wall at fixed temperature, $F_{-1/2}=2(\Phi_w-\Phi_0)/\Delta x$. For a laser absorbed at the surface, it is the energy absorbed per area in this step divided by $\Delta t$. Set the flux at the far face to zero.
4. Update $H_i\leftarrow H_i+\dfrac{\Delta t}{\Delta x}\left(F_{i-1/2}-F_{i+1/2}\right)$.
5. Obtain the depth from the melted fractions, $s=\Delta x\sum_i\min(\max(H_i/L,0),1)$.

When step 4 is summed over the cells, each interior flux occurs once with each sign and cancels. The total heat changes by $\Delta t\,F_{-1/2}$, apart from rounding. This holds on any grid, so it shows good bookkeeping but not an accurate front.

### How long may a step be?

Put $r=\Delta t/\Delta x^2$. An interior cell and the cell at a fixed-temperature wall obey

$$H_i'=H_i+r(\Phi_{i-1}-2\Phi_i+\Phi_{i+1}),$$
$$H_0'=H_0+r(2\Phi_w-3\Phi_0+\Phi_1).$$

The function $\Phi(H)$ never decreases, and its slope is at most $\alpha_{\max}$, the larger diffusivity. The new value therefore cannot decrease when a neighbour's $H$ is raised. It cannot decrease when the cell's own $H$ is raised if $1-3r\alpha_{\max}\ge0$, or

$$\Delta t\le\frac{\Delta x^2}{3\alpha_{\max}}.$$

If every cell had the wall enthalpy $H_w$, all fluxes would vanish and nothing would change. Raising all cells to $H_w$ cannot lower any new value, so cells that start at or below $H_w$ stay there. The condition is sufficient; it is not shown to be necessary. In the numerical case treated below, with a wall at 2500 K, 20 nm cells and the longer step $0.6\,\Delta x^2/\alpha_{\max}$, the hottest cell reaches 3258 K within 20 ns. That step also exceeds $\Delta x^2/(2\alpha_{\max})$, the bound that $1-2r\alpha_{\max}\ge0$ sets for an interior cell. The example shows what a much too long step does, not that the factor 3 is needed.

## An analytical solution to test against

Let a half-space start at $T_0<T_m$ and hold its surface at $T_w>T_m$ from $t=0$. No length is given in the problem, so try temperatures that depend on $\eta=x/(2\sqrt{\alpha t})$. For $T=f(\eta)$,

$$\partial_tT=-\frac{\eta}{2t}f',\qquad \alpha\,\partial_x^2T=\frac{1}{4t}f'',$$

so the heat equation becomes $f''=-2\eta f'$. Its solutions are a constant plus a multiple of $\operatorname{erf}\eta$. The front has a fixed temperature and hence a fixed $\eta$, called $\lambda$ on the liquid side:

$$s(t)=2\lambda\sqrt{\alpha_lt}.$$

On the solid side the same place has $\eta=\mu=\lambda\sqrt{\alpha_l/\alpha_s}$. Matching the temperatures at the surface, at the front and at great depth gives

$$T_l=T_w-(T_w-T_m)\frac{\operatorname{erf}(x/2\sqrt{\alpha_lt})}{\operatorname{erf}\lambda},$$
$$T_s=T_0+(T_m-T_0)\frac{\operatorname{erfc}(x/2\sqrt{\alpha_st})}{\operatorname{erfc}\mu}.$$

The derivative of $\operatorname{erf}\eta$ is $2e^{-\eta^2}/\sqrt\pi$, and $\partial_x\eta=1/(2\sqrt{\alpha t})$. The factors of 2 cancel, so at the front

$$\partial_xT_l=-\frac{(T_w-T_m)e^{-\lambda^2}}{\sqrt{\pi\alpha_lt}\,\operatorname{erf}\lambda},\qquad
\partial_xT_s=-\frac{(T_m-T_0)e^{-\mu^2}}{\sqrt{\pi\alpha_st}\,\operatorname{erfc}\mu}.$$

Insert these and $ds/dt=\lambda\sqrt{\alpha_l/t}$ in the front law and multiply by $\sqrt t$:

$$\frac{k_l(T_w-T_m)e^{-\lambda^2}}{\sqrt{\pi\alpha_l}\,\operatorname{erf}\lambda}-\frac{k_s(T_m-T_0)e^{-\mu^2}}{\sqrt{\pi\alpha_s}\,\operatorname{erfc}\mu}=\lambda L\sqrt{\alpha_l}.$$

The first term falls from infinity towards zero as $\lambda$ grows. In the second, $e^{\mu^2}\operatorname{erfc}\mu=(2/\sqrt\pi)\int_0^\infty e^{-v^2-2\mu v}dv$ decreases with $\mu$, so the subtracted term grows. The left side thus falls while the right side rises, and there is one positive root.

### Two limits

For small $\lambda$, $\operatorname{erf}\lambda\approx2\lambda/\sqrt\pi$. If the solid starts at the melting point, the second term vanishes and

$$\frac{k_l(T_w-T_m)}{2\lambda\sqrt{\alpha_l}}\approx\lambda L\sqrt{\alpha_l}
\quad\Rightarrow\quad \lambda^2\approx\frac{c_l(T_w-T_m)}{2L}.$$

If the solid is cold and $T_w$ approaches $T_m$, the second term stays finite while $\lambda L\sqrt{\alpha_l}$ vanishes. The two conduction terms must then balance:

$$\lambda\approx\frac{\sqrt\pi}{2}\,\frac{k_l}{k_s}\sqrt{\frac{\alpha_s}{\alpha_l}}\;\frac{T_w-T_m}{T_m-T_0}.$$

Here $L$ has dropped out: to leading order, conduction into the cold solid limits the depth.

### The latent-heat balance

The surface flux is $k_l(T_w-T_m)/(\operatorname{erf}\lambda\sqrt{\pi\alpha_lt})$. Its time integral is the heat supplied per area,

$$Q=\frac{2k_l(T_w-T_m)\sqrt t}{\sqrt{\pi\alpha_l}\,\operatorname{erf}\lambda}.$$

The liquid superheat is $E_l=c_l\int_0^s(T_l-T_m)dx$. With $\int_0^\lambda\operatorname{erf}\eta\,d\eta=\lambda\operatorname{erf}\lambda+(e^{-\lambda^2}-1)/\sqrt\pi$, the terms in $\lambda$ cancel and

$$E_l=\frac{2c_l(T_w-T_m)\sqrt{\alpha_lt}\,(1-e^{-\lambda^2})}{\sqrt\pi\,\operatorname{erf}\lambda}.$$

Since $c_l\sqrt{\alpha_l}=k_l/\sqrt{\alpha_l}$, this equals $Q(1-e^{-\lambda^2})$.

The heating up to melting includes material that has since melted: $E_s=c_s(T_m-T_0)s+c_s\int_s^\infty(T_s-T_0)dx$. With $\int_\mu^\infty\operatorname{erfc}\eta\,d\eta=e^{-\mu^2}/\sqrt\pi-\mu\operatorname{erfc}\mu$ and $2\mu\sqrt{\alpha_st}=s$, the last part of the integral cancels $c_s(T_m-T_0)s$, leaving

$$E_s=\frac{2k_s(T_m-T_0)\sqrt t\,e^{-\mu^2}}{\sqrt{\pi\alpha_s}\,\operatorname{erfc}\mu}.$$

Now $Q-E_l-E_s=Qe^{-\lambda^2}-E_s$ is $2\sqrt t$ times the left side of the equation for $\lambda$. It therefore equals $2\lambda L\sqrt{\alpha_lt}=Ls$, so $Q=Ls+E_l+E_s$.

## Reading the numbers

The model has round parameters: $k_s=25$ and $k_l=50$ W/(m K), $c_s=2.0\times10^6$ and $c_l=2.5\times10^6$ J/(m³ K), $L=4.0\times10^9$ J/m³, $T_0=300$ K, $T_m=1700$ K and $T_w=2500$ K. The root is $\lambda=0.306254$. At 100 ns,

$$s=2(0.306254)\sqrt{(2.0\times10^{-5})(10^{-7})}\ \text{m}=866.22\ \text{nm}.$$

The liquid brings $4.3362\times10^{10}$ W/m² to the front and the solid removes $2.6038\times10^{10}$ W/m². The difference divided by $L$ is 4.331 m/s, the front speed.

With 10 nm cells the scheme gives 865.86 nm. From 20 to 100 ns its root-mean-square front error is 2.942, 1.141 and 0.436 nm for cells of 40, 20 and 10 nm. Each halving reduces the error about 2.6 times, and the largest error stays below half a cell on each grid.

The heat shares at 100 ns, in J/m², are:

| Share | Scheme | Analytical |
|---|---:|---:|
| Latent | 3463.4 | 3464.9 |
| Liquid superheat | 852.8 | 852.8 |
| Heating up to melting | 5208.1 | 5207.5 |
| Supplied | 9524.4 | 9525.2 |

About 36% of the heat is latent. More than half has gone into heating below the melting point, partly in material that then melted and partly in solid that is still colder than $T_m$.

The apparent-capacity scheme, with a melting interval of 0.001 K and 20 nm cells, gives the 1200 nm quoted at the start. Its missing heat is 1.001 times the latent heat of its melt. A value above 1 is possible because the capacities differ. A cell that jumps from solid to a temperature $\theta$ above melting is charged $c_s\theta$ for the last part, but then holds $c_l\theta$. It gains $(c_l-c_s)\theta$ per volume unpaid, besides $L$. This result concerns an explicit step with a very narrow interval, not every apparent-capacity method.

## From the wall to the laser

A laser prescribes absorbed intensity, not surface temperature. The analytical solution still tests this boundary, because its surface flux is known: it falls as $t^{-1/2}$. Imposing that flux on 20 nm cells gives a mean surface temperature of 2500.19 K between 50 and 100 ns and a final depth of 865.00 nm, as it should within the grid error.

Next, let a Gaussian pulse deposit 4000 J/m² (0.4 J/cm²), with full width at half maximum 30 ns and its centre at 60 ns. Before melting there is another independent check. Heat $q$ per area released at the surface of a half-space produces, after a time $t$, the rise $q\,e^{-x^2/4\alpha_st}/(c_s\sqrt{\pi\alpha_st})$; its integral over depth times $c_s$ is $q$. At $x=0$ the denominator is $\sqrt{\pi k_sc_st}$. Adding the contributions of an absorbed intensity $I(t')$ gives

$$T(0,t)=T_0+\frac{1}{\sqrt{\pi k_sc_s}}\int_0^t\frac{I(t')}{\sqrt{t-t'}}\,dt'.$$

This reaches $T_m$ at 50.736 ns; the scheme gives 50.732 ns.

The greatest depth is 280 nm with both 40 nm and 20 nm cells. That agreement alone proves less than it seems to. The value is 7 whole cells on one grid and 14 on the other, and the hand calculation showed how a front waits at a cell edge. A cautious reading of these two grids is 280 nm to within one 20 nm cell. This is a bound, not an estimate of the error, which may be much smaller. If the damage reached 270 nm, this calculation would not justify the pulse energy; runs on smaller cells whose width does not divide 280 nm, or more energy, would be needed.

At that depth the latent heat is $(4.0\times10^9)(280\times10^{-9})=1120$ J/m², or 30% of the 3755 J/m² absorbed by the time the front first arrives there on the 20 nm grid. On that grid the surface peaks at about 2116 K, the melt lasts 101 ns, and the mean refreezing speed is $280/(151.72-79.67)=3.9$ nm/ns, or 3.9 m/s. The time is counted from the first arrival at greatest depth, so any waiting there is included; this makes the speed somewhat low and the latent share somewhat high. The speed is a mean: the front starts back from rest, so it moves faster than this for part of the way.

## Where the model stops

The front is held at $T_m$ in both directions. Real refreezing needs some undercooling, and the model cannot say how perfect the regrown crystal is. The properties of the solid are held constant over 1400 K, whereas the conductivity of a semiconductor crystal falls several-fold between room temperature and melting, so the depths and energies above belong to the model and not to a particular material. Evaporation, liquid flow and radiation loss are left out, and the absorbed intensity is given, although reflectivity may change on melting. Surface absorption requires an optical depth much smaller than the heated depth.

A damaged layer may also have its own melting point, latent heat and conductivity. Then $\Phi$ measured from a local melting point can jump between layers at equal temperature, and the face flux must be rebuilt from temperatures and conductivities. The update of $H$ by one shared flux per face still conserves energy. The numerical output follows.

## Values computed for the example and the checks

```
k solid, liquid: 25, 50 W/(m K)
c solid, liquid: 2.00e+06, 2.50e+06 J/(m^3 K)
diffusivity solid, liquid: 1.250e-05, 2.000e-05 m^2/s
latent heat L: 4.00e+09 J/m^3
T initial, melting, surface: 300, 1700, 2500 K
slab thickness: 12000 nm
Stefan root lambda: 0.306254 (no unit)
front speed at 100 ns: 4.331 m/s
heat flux into front from liquid: 4.3362e+10 W/m^2
heat flux from front into solid: 2.6038e+10 W/m^2
cell 40 nm, step 0.02666 ns: front error rms 2.942, max 5.033 nm
cell 20 nm, step 0.00667 ns: front error rms 1.141, max 1.957 nm
cell 10 nm, step 0.00167 ns: front error rms 0.436, max 0.754 nm
front at 25 ns: scheme 432.38, analytical 433.11 nm
front at 50 ns: scheme 611.89, analytical 612.51 nm
front at 100 ns: scheme 865.86, analytical 866.22 nm
latent heat: scheme 3463.4, analytical 3464.9 J/m^2
liquid superheat: scheme 852.8, analytical 852.8 J/m^2
heating up to melting: scheme 5208.1, analytical 5207.5 J/m^2
heat supplied: scheme 9524.4, analytical 9525.2 J/m^2
stored minus supplied heat: 1.0e-09 J/m^2
latent share of heat, analytical: 0.3638
imposed intensity at 100 ns: 4.7626e+10 W/m^2
imposed intensity: mean surface T, 50-100 ns: 2500.19 K
imposed intensity: front at 100 ns: 865.00 nm
step 0.6 dx^2/a_max: highest cell temperature 3258 K
apparent capacity, interval 0.001 K, cell 20 nm: front 1200 nm
apparent capacity: fraction of latent heat lost: 1.001
pulse: absorbed 4000 J/m^2, FWHM 30 ns, centre 60 ns
pulse peak intensity: 1.2526e+11 W/m^2
melting onset: scheme 50.732, Duhamel 50.736 ns
greatest depth: cell 40 nm 280.00, cell 20 nm 280.00 nm
time of greatest depth: 79.67 ns
peak surface temperature: 2115.8 K
fully solid again at: 151.72 ns
melt duration: 100.99 ns
mean refreezing speed: 3.886 m/s
heat absorbed by greatest depth: 3754.6 J/m^2
latent heat at greatest depth: 1120.0 J/m^2
latent share at greatest depth: 0.2983
far-face temperature rise at 400 ns: 0.193 K
```
